# Square-root time-step bias from walls checked at discrete diffusion steps

## The decision that depends on the result

A diffusion Monte Carlo run with hard walls leaves two choices open: which function of the time step $\tau$ to use when extrapolating energies to $\tau=0$, and where to put the surface at which walkers are deleted. If walkers take undrifted Gaussian steps without importance sampling and are tested against flat walls only at the ends of their steps, the leading bias of the growth energy is proportional to $\sqrt\tau$. A straight line in $\tau$ then extrapolates to a wrong energy. Extrapolate in $\sqrt\tau$ instead, or move each deletion wall inward by $0.5826$ times the step width, which is $0.5826\sqrt\tau$ for unit mass in atomic units.

This appendix derives both rules for one particle of mass 1 moving freely in $0<x<L$, in Hartree atomic units. Each walker takes a Gaussian step of variance $\tau$, with no drift and no importance sampling, and is deleted if the step ends outside the box. Write $\sigma=\sqrt\tau$ for the step width. The result, for $\sigma\ll L$, is

$$E_\tau=\frac{\pi^2}{2(L+2\beta\sigma)^2}\left[1+O(\sigma^3/L^3)\right],\qquad \beta=-\frac{\zeta(1/2)}{\sqrt{2\pi}}=0.5826. \tag{1}$$

The sign can be seen beforehand. A path that leaves the box and returns within one step survives here, but a continuously absorbing wall would remove it. Fewer walkers die, so the energy is too low.

## What the simulation computes

Let $G(x)=e^{-x^2/2\tau}/\sqrt{2\pi\tau}$. In the steady state, one step followed by deletion reproduces the walker density $\phi$ up to a factor:

$$\lambda\phi(x)=\int_0^L G(x-y)\phi(y)\,dy,\qquad 0<x<L. \tag{2}$$

Integrating over $x$ shows that $\lambda$ is the surviving fraction per step. It is the largest eigenvalue, whose eigenfunction is positive because the kernel is positive. The growth energy is $E_\tau=-\ln\lambda/\tau$; other estimators may have other biases.

On the whole line, a Gaussian average multiplies a sine by a constant:

$$\int_{-\infty}^{\infty}G(x-y)\sin(ky+\delta)\,dy=e^{-k^2\tau/2}\sin(kx+\delta).$$

If the density is such a sine away from the walls, then $\lambda=e^{-k^2\tau/2}$ and $E_\tau=k^2/2$. The time step enters the energy through the phase $\delta$ that each wall imposes.

## One wall: constructing the solution

Measure lengths in units of $\sigma$ and set $\kappa=k\sigma$, $\lambda=e^{-\kappa^2/2}$ and $g(x)=e^{-x^2/2}/\sqrt{2\pi}$. We need a function $f$ on $x>0$ with

$$\lambda f(x)=\int_0^\infty g(x-y)f(y)\,dy,\qquad x>0. \tag{3}$$

For $x<0$ the same integral is the density about to be deleted. Let $F_+(q)=\int_0^\infty f e^{iqx}dx$, and let $F_-(q)$ be the same transform of the deleted part over $x<0$. The transform of $g$ is $e^{-q^2/2}$, so (3) becomes $e^{-q^2/2}F_+=\lambda F_++F_-$, or

$$(\lambda-e^{-q^2/2})F_+(q)=-F_-(q). \tag{4}$$

We want $F_+$ analytic in the upper half plane and $F_-$ analytic in the lower one, both decaying at large $q$. Closing the inverse-transform contour then places each function on its own side of the wall. To separate the two, choose any $a>0$ and define

$$K(q)=\left[1-e^{-(q^2-\kappa^2)/2}\right]\frac{q^2+a^2}{q^2-\kappa^2}. \tag{5}$$

For real $q$ this is even and positive, since numerator and denominator change sign together at $q^2=\kappa^2$. At large $|q|$ it differs from 1 by about $(a^2+\kappa^2)/q^2$. Hence $\ln K$ is integrable, and

$$\ln K_\pm(q)=\pm\frac1{2\pi i}\int_{-\infty}^{\infty}\frac{\ln K(s)}{s-q}\,ds \tag{6}$$

defines $K_+$ for $\mathrm{Im}\,q>0$ and $K_-$ for $\mathrm{Im}\,q<0$, each analytic and free of zeros there. On the real axis $1/(s-q\mp i0)$ is the principal value plus $\pm i\pi\delta(s-q)$. The principal values cancel in the sum, so $K_+K_-=K$. Now take

$$F_+=\frac{C(q+ia)}{(q^2-\kappa^2)K_+(q)},\qquad F_-=-\frac{\lambda C K_-(q)}{q-ia},\qquad C=\frac{i\kappa}{\sqrt2}. \tag{7}$$

Since $\lambda-e^{-q^2/2}=\lambda K_+K_-(q^2-\kappa^2)/[(q+ia)(q-ia)]$, direct multiplication confirms (4). The analyticity is as required, with the inverse transform taken just above the real axis. Equation (7) therefore gives a solution of (3).

## The wave far from the wall and at the wall

For $x>0$, $f(x)=\frac1{2\pi}\int F_+e^{-iqx}dq$, and the contour is pushed downward. It crosses the poles at $q=\pm\kappa$ clockwise, so each contributes $-i$ times its residue:

$$f\simeq-\frac{iC}{2\kappa}\left[\frac{(\kappa+ia)e^{-i\kappa x}}{K_+(\kappa)}-\frac{(-\kappa+ia)e^{i\kappa x}}{K_+(-\kappa)}\right]. \tag{8}$$

Here $\kappa+ia=i(a-i\kappa)$ and $-\kappa+ia=i(a+i\kappa)$. Equation (6) with $K$ real and even gives $K_+(-\kappa)=K_+(\kappa)^*$ and $|K_+(\kappa)|=\sqrt{K(\kappa)}$. As $u\to0$, $(1-e^{-u/2})/u\to1/2$, so $K(\kappa)=(\kappa^2+a^2)/2$. Therefore

$$\frac{a-i\kappa}{K_+(\kappa)}=\sqrt2\,e^{-i\delta},\qquad \delta=\arctan\frac{\kappa}{a}+\arg K_+(\kappa). \tag{9}$$

The prefactor in (8) becomes $-i\cdot i\sqrt2\,C/(2\kappa)=C/(\sqrt2\kappa)=i/2$, and the bracket becomes $e^{-i(\kappa x+\delta)}-e^{i(\kappa x+\delta)}=-2i\sin(\kappa x+\delta)$. The product is $\sin(\kappa x+\delta)$, with unit amplitude.

Below the real axis $K_+=K/K_-$, so the remaining poles of $F_+$ are the other zeros of $1-e^{-(q^2-\kappa^2)/2}$, namely $q^2=\kappa^2+4\pi in$ with $n\neq0$. For small $\kappa$ the nearest have $\mathrm{Im}\,q\simeq-\sqrt{2\pi}$. Thus

$$f(x)=\sin(\kappa x+\delta)+\varepsilon(x), \tag{10}$$

where $\varepsilon$ is of order $\kappa$ and decays essentially as $e^{-\sqrt{2\pi}x}$. In ordinary units the decay length is about $0.4\sigma$.

The wall value follows from large $q$. Integration by parts gives $F_+\simeq if(0)/q$, while (7) gives $F_+\simeq C/q$. Hence $f(0)=-iC=\kappa/\sqrt2$. The density does not vanish at the wall. Nor does its wall value equal that of the continued sine, which is about $0.5826\kappa$. The displaced wall describes the wave seen from the interior, not the density within about one step of the wall.

## The phase

On the real axis, the principal-value part of (6) gives the argument of $K_+$. Combining $s$ with $-s$ through $1/(s-\kappa)-1/(s+\kappa)=2\kappa/(s^2-\kappa^2)$,

$$\arg K_+(\kappa)=-\frac{\kappa}{\pi}\,\mathrm{P}\!\!\int_0^\infty\frac{\ln K(s)}{s^2-\kappa^2}\,ds. \tag{11}$$

The part containing $a$ is $J(a)=\mathrm{P}\!\int_0^\infty\ln(s^2+a^2)/(s^2-\kappa^2)\,ds$. We first need

$$\mathrm{P}\!\!\int_0^\infty\frac{ds}{s^2-\kappa^2}=0. \tag{12}$$

This holds because the antiderivative $\frac1{2\kappa}\ln|(s-\kappa)/(s+\kappa)|$ vanishes at both ends, and its values on the two sides of $s=\kappa$ cancel. Partial fractions then give

$$\frac{dJ}{da}=\frac{2a}{a^2+\kappa^2}\left[0-\int_0^\infty\frac{ds}{s^2+a^2}\right]=-\frac{\pi}{a^2+\kappa^2}.$$

By (12), $\ln(s^2+a^2)$ may be replaced by $\ln(1+s^2/a^2)$ in $J$, so $J\to0$ as $a\to\infty$. Integrating from there, $J=(\pi/\kappa)\arctan(\kappa/a)$. Its contribution to (11) is $-\arctan(\kappa/a)$, which cancels the arctangent in (9). The arbitrary $a$ has dropped out.

What remains in the logarithm is $(1-e^{-u/2})/u$ with $u=s^2-\kappa^2$. By (12) we may multiply it by 2, which makes the logarithm vanish at $u=0$ and removes the singularity:

$$\delta(\kappa)=-\frac{\kappa}{\pi}\int_0^\infty h(s^2-\kappa^2)\,ds,\qquad h(u)=\frac1u\ln\frac{2(1-e^{-u/2})}{u}. \tag{13}$$

This is an ordinary integral, with $h(0)=-1/4$. Expanding $h$ about $s^2$ gives

$$\delta=\beta\kappa+c\kappa^3+O(\kappa^5),\quad \beta=-\frac1\pi\int_0^\infty h(s^2)ds,\quad c=\frac1\pi\int_0^\infty h'(s^2)ds. \tag{14}$$

Quadrature gives $c=0.01382$. For small $\kappa$ the sine is $\sin[\kappa(x+\beta)]$ to leading order, with its zero at $x=-\beta$. This is the outward displacement by $\beta\sigma$.

## Evaluating the constant

Let $w(s)=\ln[2(1-e^{-s^2/2})/s^2]$, so that $h(s^2)=w/s^2$. Integrate by parts. The boundary term $-w/s$ vanishes at both ends, because $w\simeq-s^2/4$ at small $s$ and grows only logarithmically in size at large $s$. With $w'=s/(e^{s^2/2}-1)-2/s$,

$$\beta=-\frac1\pi\int_0^\infty\frac{w'}{s}\,ds=\frac1\pi\int_0^\infty\left[\frac2{s^2}-\frac1{e^{s^2/2}-1}\right]ds.$$

Substitute $t=s^2/2$, $ds=dt/\sqrt{2t}$:

$$\beta=\frac{I}{\pi\sqrt2},\qquad I=\int_0^\infty t^{-1/2}\left[\frac1t-\frac1{e^t-1}\right]dt. \tag{15}$$

Insert a factor $1-e^{-Nt}$, which rises to 1 as $N\to\infty$. The bracket is positive, so the integral converges to $I$. The two terms can now be integrated separately. The first is, by parts,

$$\int_0^\infty t^{-3/2}(1-e^{-Nt})dt=2N\int_0^\infty t^{-1/2}e^{-Nt}dt=2\sqrt{\pi N}.$$

For the second, the geometric sum $(1-e^{-Nt})/(e^t-1)=\sum_{n=1}^Ne^{-nt}$ gives $\sqrt\pi\sum_{n=1}^N n^{-1/2}$. Hence

$$I=-\sqrt\pi\lim_{N\to\infty}\left[\sum_{n=1}^N\frac1{\sqrt n}-2\sqrt N\right]=-\sqrt\pi\,\zeta(1/2), \tag{16}$$

where the limit is the value of the zeta function at $1/2$. Equation (15) then gives $\beta=-\zeta(1/2)/\sqrt{2\pi}$.

## Two walls

Return to ordinary lengths, and write $f(x)$ and $\varepsilon(x)$ for the functions in (10) with $x$ replaced by $x/\sigma$. Let $S(x)=\sin(kx+\delta)$. The solution for the right wall is $f(L-x)$. Both contain the same sine if $S(L-x)=S(x)$, which for a sine without interior zeros requires

$$kL+2\delta(k\sigma)=\pi. \tag{17}$$

Try $T(x)=f(x)+f(L-x)-S(x)$ in (2). Each of the three functions satisfies its own equation on a larger interval. Subtracting the parts outside the box gives

$$\int_0^LG(x-y)T(y)dy=\lambda_kT(x)-\int_L^\infty G(x-y)\varepsilon(y)dy-\int_{-\infty}^0G(x-y)\varepsilon(L-y)dy, \tag{18}$$

with $\lambda_k=e^{-k^2\tau/2}$. In both error terms the argument of $\varepsilon$ exceeds $L$, so they are exponentially small in $L/\sigma$.

It remains to show that $\lambda_k$ approximates the largest eigenvalue. First, $T$ is positive for small $\sigma/L$. Near a wall, $f/\kappa$ approaches the solution $f_0$ of (3) with $\lambda=1$, which grows as $x/\sigma+\beta$. If $f_0$ had a negative minimum, (3) would express that minimum as an average of values no lower, with total weight below 1. The result would lie above the minimum, a contradiction. So $f_0\ge0$, and (3) then makes it strictly positive. Farther inside, the positive sine dominates.

Now multiply (18) by the true positive eigenfunction $\phi$ and integrate. The kernel is symmetric, so the left side is $\lambda\int\phi T\,dx$. Thus $\lambda$ is an average, with positive weight $\phi T$, of the ratio of the left side of (18) to $T$. That ratio differs from $\lambda_k$ by an exponentially small amount, and so does $\lambda$.

## Energy and remainder

Insert (14) into (17) and define $L_\tau=L+2\beta\sigma$:

$$kL_\tau=\pi-2ck^3\sigma^3+\dots$$

Using $k\simeq\pi/L_\tau$ in the small term gives $k=(\pi/L_\tau)(1-2c\pi^2\sigma^3/L_\tau^3)$. Squaring doubles the relative correction:

$$E_\tau=\frac{\pi^2}{2L_\tau^2}\left[1-4c\pi^2\frac{\sigma^3}{L_\tau^3}+\dots\right]. \tag{19}$$

This proves (1). With $E_0=\pi^2/(2L^2)$ and $y=2\beta\sigma/L$, the expansion $(1+y)^{-2}=1-2y+3y^2-\dots$ yields

$$E_\tau=E_0-\frac{2\beta\pi^2}{L^3}\sqrt\tau+\frac{6\pi^2\beta^2}{L^4}\tau+O(\tau^{3/2}). \tag{20}$$

The leading relative bias is $-4\beta\sqrt\tau/L$. Keeping it below 1% in size requires $\sqrt\tau/L<0.01/(4\times0.5826)=0.0043$.

The derivation assumes $\sigma\ll L$, and the formula fails when a step is much larger than the box. For $\sigma\gg L$ the kernel in (2) is nearly constant, so $\lambda\simeq L/(\sqrt{2\pi}\sigma)$ and $E_\tau\simeq\ln(\sqrt{2\pi}\sigma/L)/\tau$, which (1) does not reproduce. Potentials, curved absorbing surfaces and drifted moves are outside this derivation.

## Worked example and implementation

Take $L=2$ bohr, so $E_0=\pi^2/8=1.23370$ hartree. At $\tau=0.01$, $\sigma=0.1$ bohr and

$$L_\tau=2+2(0.5826)(0.1)=2.1165\ \text{bohr},\qquad \frac{\pi^2}{2L_\tau^2}=1.10160\ \text{hartree}.$$

Diagonalizing (2) numerically, without using the phase formula, gives 1.10154 hartree. The bias is $-0.1322$ hartree ($-3.60$ eV), or $-10.7\%$ of $E_0$. The leading term alone gives $-1.4375\times0.1=-0.1438$ hartree, so the $\tau$ term in (20) already matters. The diagonalized energy minus the displaced-wall energy, as a fraction of the latter, is $-5.76\times10^{-5}$, matching the cubic term in (19).

At this step $\kappa=0.1484$. The density at the wall is $0.1050$ of the midpoint value, as $\kappa/\sqrt2$ predicts, while the continued sine would give $0.0864$. At $3\sigma$ from the wall the two differ by $6\times10^{-6}$ of the midpoint value.

**Extrapolation.** Suppose energies are available at $\tau$ and $\tau/4$, so that $\sigma$ is halved.

- Linear in $\tau$: $(4E_{\tau/4}-E_\tau)/3$ retains one third of the leading bias, $-0.1438/3=-0.048$ hartree. The computed error is $-0.0478$ hartree.
- Linear in $\sqrt\tau$: $2E_{\tau/4}-E_\tau$ cancels the leading bias and leaves minus half the next term, $-1.256\times0.01/2=-0.0063$ hartree. With higher orders included, the computed error is $-0.0056$ hartree.
- Linear in $\sqrt\tau$ for $1/\sqrt{E_\tau}$: by (19) this quantity is $\sqrt2L_\tau/\pi$ up to a relative correction of order $\sigma^3/L^3$. The computed error is $5.5\times10^{-5}$ hartree.

The third choice uses the box formula; the second needs only an expansion in powers of $\sqrt\tau$.

**Moved walls.** Delete walkers outside $\beta\sigma<x<L-\beta\sigma$. The deletion interval has length $L-2\beta\sigma$, so its effective length is $L$. This removes the $\sqrt\tau$ and $\tau$ terms of (20) together and leaves $-4c\pi^2(\sigma/L)^3E_0$. At $\tau=0.01$ each wall moves by 0.0583 bohr, and the bias falls from $-0.1322$ to $-8.4\times10^{-5}$ hartree. The shift must be recomputed whenever $\tau$ changes.

**Check by simulation.** At $\tau=0.04$ a population of 100000 walkers gives $0.9896\pm0.0005$ hartree, against 0.98925 from diagonalization. The numerical check also tests the phase condition (17) at five time steps, from 0.04 down to 0.0001, where the bias is still $-0.01425$ hartree, about $-1.2\%$ of $E_0$.

## Table of computed values

```
box length L = 2.0 bohr, mass = 1 electron mass
exact energy E0 = 1.233701 hartree
beta from zeta(1/2) = 0.582597
beta from phase-shift integral = 0.582597
beta from sum with 1000000 terms = 0.582398
cubic phase coefficient c = 0.013822
leading bias / sqrt(tau) = -1.43750 (atomic units)
next term / tau = 1.25623 (atomic units)
tau in atomic units of time; energies in hartree
tau     E_diagonalized  E_phase     E_shifted_wall  E0+leading  bias
0.0400  0.98925159      0.98925159  0.98963988      0.946200    -0.244449
0.0100  1.10153988      1.10153988  1.10160330      1.089950    -0.132161
0.0025  1.16483927      1.16483927  1.16484838      1.161826    -0.068861
0.0004  1.20544469      1.20544469  1.20544533      1.204951    -0.028256
0.0001  1.21945011      1.21945011  1.21945020      1.219326    -0.014250
power of tau in bias, from two smallest steps = 0.4938
bias / sqrt(tau) extrapolated to tau=0 = -1.43729 (atomic units)
tau=0.01: effective length = 2.11652 bohr
tau=0.01: bias = -0.13216 hartree = -3.596 eV
tau=0.01: relative bias = -10.71 percent
tau=0.01: relative remainder, diagonalized = -5.757e-05
tau=0.01: relative remainder, cubic term = -5.755e-05
tau=0.01: kappa = 0.148428, phase shift = 0.086519 rad
wave at wall / amplitude, diagonalized = 0.104954
wave at wall / amplitude, kappa/sqrt(2) = 0.104954
sine continued to wall / amplitude = 0.086411
wave minus sine at 3 sigma / amplitude = 6.23e-06
extrapolation from tau = 0.01 and 0.0025, error in hartree:
  E linear in tau: -0.047761
  E linear in sqrt(tau): -0.005562
  1/sqrt(E) linear in sqrt(tau): 0.000055
tau=0.01: inward shift of each wall = 0.05826 bohr
tau=0.01: bias with shifted walls = -8.418e-05 hartree
tau=0.01: the same from the cubic term = -8.415e-05 hartree
simulation: 100000 walkers, 1200 counted steps, tau = 0.04
simulated energy = 0.98962 +/- 0.00053 hartree
diagonalized energy, same tau = 0.98925 hartree
```
